# Fermi arcs joining opposite Weyl nodes in a lattice slab

## Result

Take a crystal with lattice constant 1, one layer per unit length along \(y\), and the two-band Hamiltonian

\[
H(\mathbf k)=\varepsilon+A\sin k_x\,\sigma_x+A\sin k_y\,\sigma_y+t(w-u)\,\sigma_z,
\]
\[
u=\cos k_z-\cos k_0,\qquad w=2-\cos k_x-\cos k_y,\qquad \varepsilon=\gamma u .
\]

The \(\sigma_i\) are Pauli matrices, and the parameters obey

\[
A,t>0,\qquad 0<k_0\le \pi/2,\qquad 0<|\gamma|<\frac{At}{A+t}. \tag{1}
\]

The Fermi energy is \(E=0\). The bulk has two Fermi points, the Weyl nodes \((0,0,\pm k_0)\), with chiralities \(\pm1\). Cut the crystal into layers \(n=1,\dots,N\). For a thick slab each surface carries one Fermi arc,

\[
A\sin k_x=-s\,\gamma u,\qquad |k_z|<k_0,\quad \cos k_x>0, \tag{2}
\]

with \(s=+1\) at \(n=1\) and \(s=-1\) at \(n=N\). Both arcs run from \((k_x,k_z)=(0,-k_0)\) to \((0,k_0)\), the projections of the two nodes. At finite \(N\) the surfaces hybridize and the ends are rounded.

## The bulk nodes

Write \(H=\varepsilon+\mathbf d\cdot\boldsymbol\sigma\), with energies \(\varepsilon\pm|\mathbf d|\). I show that \(|\mathbf d|>|\varepsilon|\) except at the nodes, so that zero energy lies inside the direct gap.

Suppose \(|\mathbf d|\le|\varepsilon|\), and put \(g=|\gamma|/t<1\). The \(z\) component gives \(|w-u|\le g|u|\). Since \(w\ge0\), a negative \(u\) would give \(w+|u|\le g|u|\), which is impossible. If \(u=0\), then \(w=0\): these are the nodes. If \(u>0\), then \((1-g)u\le w\le(1+g)u\), and \(u\le1-\cos k_0\le1\). With \(a=1-\cos k_x\) and \(b=1-\cos k_y\), so that \(a+b=w\),

\[
\sin^2k_x+\sin^2k_y=2w-a^2-b^2\ge w(2-w)\ge(1-g)u\,[2-(1+g)u]\ge(1-g)^2u^2 .
\]

The last step uses \(u\le1\) twice. Condition (1) is equivalent to \(|\gamma|<A(1-g)\), so \(|\mathbf d|^2\ge A^2(1-g)^2u^2>\gamma^2u^2\), a contradiction.

Near \(k_z=\eta k_0\), with \(\eta=\pm1\) and \(\mathbf q\) measured from the node, \(u\approx-\eta\sin k_0\,q_z\) and

\[
\mathbf d\approx(Aq_x,\;Aq_y,\;\eta t\sin k_0\,q_z).
\]

The chirality is the sign of the determinant of this linear map, \(\chi=\eta\). The scalar term tilts the cone without changing \(\chi\). If \(|\gamma|>t\), the line \(k_x=k_y=0\) has \(|\mathbf d|=t|u|<|\varepsilon|\): the cones tip over, bulk pockets appear at \(E=0\), and the statement about isolated endpoints fails.

## First derivation: solving the slab

**Reduction to one matrix.** A factor \(e^{ik_y}\) becomes a hop from layer \(n+1\). With \(\mu=2+\cos k_0-\cos k_x-\cos k_z\),

\[
(H\psi)_n=(\varepsilon+A\sin k_x\sigma_x+t\mu\sigma_z)\psi_n+T\psi_{n+1}+T^\dagger\psi_{n-1},
\]
\[
T=-\tfrac{iA}{2}\sigma_y-\tfrac t2\sigma_z,\qquad \psi_0=\psi_{N+1}=0 .
\]

Let \(\sigma_x\chi_s=s\chi_s\) and \(\chi_-=\sigma_z\chi_+\). Because \(\sigma_z\sigma_x=i\sigma_y\), we have \(\sigma_y\chi_s=-is\sigma_z\chi_s\). Hence

\[
T\chi_s=-\tfrac12(t+sA)\sigma_z\chi_s,\qquad T^\dagger\chi_s=-\tfrac12(t-sA)\sigma_z\chi_s .
\]

The terms other than \(\varepsilon\) and \(A\sin k_x\sigma_x\) therefore send \(\phi\chi_+\) to \((Q\phi)\chi_-\) and \(\phi\chi_-\) to \((Q^T\phi)\chi_+\), where

\[
(Q\phi)_n=t\mu\phi_n-\tfrac{t+A}{2}\phi_{n+1}-\tfrac{t-A}{2}\phi_{n-1}.
\]

Take singular vectors, \(Qv_j=\delta_jw_j\) and \(Q^Tw_j=\delta_jv_j\). In the basis \(v_j\chi_+,\,w_j\chi_-\), \(H-\varepsilon\) is a \(2\times2\) block with diagonal \(\pm A\sin k_x\) and off-diagonal \(\delta_j\). For every \(N\),

\[
E=\varepsilon\pm\sqrt{A^2\sin^2k_x+\delta_j^2}. \tag{3}
\]

**Surface modes.** In a half-space starting at \(n=1\), a mode \(\phi\chi_+\) with \(Q\phi=0\) has \(E=\varepsilon+A\sin k_x\). The ansatz \(\phi_n=\lambda^n\) gives

\[
p(\lambda)=(t+A)\lambda^2-2t\mu\lambda+(t-A)=0 .
\]

The boundary value \(\phi_0=0\) requires \(\phi_n\propto\lambda_+^n-\lambda_-^n\) (or \(n\lambda^n\) for a double root), so both roots must have modulus below 1. Their product, \((t-A)/(t+A)\), has modulus below 1, and \(p(\pm1)=2t(1\mp\mu)\). A complex pair thus lies inside the unit circle, and \(p>0\) on the real axis then implies \(|\mu|<1\). For real roots, \(|\mu|<1\) makes \(p(1)\) and \(p(-1)\) positive. Since \(p\) is negative between its real roots, neither \(1\) nor \(-1\) lies between them, so both roots lie in the same one of the intervals \(\lambda<-1\), \(-1<\lambda<1\), \(\lambda>1\). Either outer interval would violate the product. So both are inside. If \(|\mu|\ge1\), one root is on or outside the circle. Binding therefore means \(|\mu|<1\). For \(\chi_-\) the roots are reciprocal, so that mode binds to the other end, with \(E=\varepsilon-A\sin k_x\).

Setting these energies to zero gives (2). In this model \(\mu\ge\cos k_0\ge0\), and \(\mu<1\) means \(u>1-\cos k_x\). This excludes \(u\le0\). For \(0<u\le1\) and \(\cos k_x>0\),

\[
1-\cos k_x=\frac{\sin^2k_x}{1+\cos k_x}\le\frac{\gamma^2u^2}{A^2}<u ,
\]

since (1) implies \(|\gamma|<A\). The whole curve is bound for \(|k_z|<k_0\). The other solution has \(\cos k_x<0\), hence \(1-\cos k_x>1\ge u\), and is not bound. As \(|k_z|\to k_0\), the curve reaches \(k_x=0\), \(\mu=1\).

**No other slab states at zero energy.** If \(\mu\ge1\), the symmetric part of \(Q\) has eigenvalues \(t\mu-t\cos[j\pi/(N+1)]>t(\mu-1)\), so every \(\delta_j>t(\mu-1)\). The square root in (3) then exceeds \(|\mathbf d|\) at \(k_y=0\), which is at least \(|\varepsilon|\). No state has \(E=0\).

If \(\mu<1\), let \(\delta_2\) be the second-smallest singular value. The two lowest right singular vectors have a nonzero combination whose first component vanishes. Delete the first column and last row of \(Q\) to form \(B\); this combination shows that \(\delta_2\) is no smaller than the least singular value of \(B\). Now \(B\) is lower triangular with constant diagonals and acts as truncated multiplication by

\[
b(z)=-\tfrac{t+A}{2}+t\mu z-\tfrac{t-A}{2}z^2=-\tfrac12z^2p(1/z).
\]

Its zeros \(1/\lambda_\pm\) lie outside the unit disk, so \(B^{-1}\) is truncated multiplication by the power series of \(1/b\). By Parseval's theorem its norm is at most \(1/\min_{|z|=1}|b|\). On the circle \(|b|=|t\mu-t\cos k_y-iA\sin k_y|\), whence

\[
A^2\sin^2k_x+\delta_2^2\ge\min_{k_y}|\mathbf d|^2>\varepsilon^2 .
\]

Thus the smallest value \(\delta_{\min}\) alone can produce a Fermi contour:

\[
A^2\sin^2k_x+\delta_{\min}^2=\gamma^2u^2. \tag{4}
\]

Insert the half-space solution \(\phi\), cut off after layer \(N\), as a trial vector. Only the last component of \(Q\phi\) survives, so

\[
\delta_{\min}\le\frac{t+A}{2}\,\frac{|\phi_{N+1}|}{\|\phi\|} .
\]

This vanishes exponentially with \(N\) for \(\mu<1\). At fixed \(|k_z|<k_0\), the left side of (4) is below the right at \(k_x=0\) for large \(N\), and above it where \(\mu=1\). There is thus a solution for each sign of \(k_x\). All solutions have \(\mu<1\), hence \(\cos k_x>0\), and satisfy \(|\sin k_x|\le|\gamma|u/A\). On this closed range \(\mu\) stays below 1, as shown above, so \(\delta_{\min}\) vanishes uniformly and the solutions converge to (2).

**Numbers.** Choose the round values \(t=1\) eV, \(A=0.8\) eV, \(\gamma=0.2\) eV, \(k_0=0.4\pi=1.2566\) and \(N=40\). The bound in (1) is \(0.8/1.8=0.444\) eV. At \(k_z=0\), \(u=1-0.3090=0.6910\) and

\[
k_x=\mp\arcsin(0.2\times0.6910/0.8)=\mp0.1736 .
\]

The upper sign belongs to \(n=1\). The following list gives \(|k_x|\) from (2) and the penetration length \(\ell=-1/\ln|\lambda_+|\) of the amplitude, where \(\lambda_+\) is the root of larger modulus:

- \(k_z=0\): \(|k_x|=0.1736\), \(\ell=0.91\) layers.
- \(k_z=0.5k_0\): \(|k_x|=0.1253\), \(\ell=0.91\) layers.
- \(k_z=0.75k_0\): \(|k_x|=0.0697\), \(\ell=2.14\) layers.
- \(k_z=0.9k_0\): \(|k_x|=0.0292\), \(\ell=6.21\) layers.

The first two lengths agree because the roots are complex there: \(|\lambda|^2=(t-A)/(t+A)=1/9\), so \(\ell=1/\ln3\). Diagonalizing the 40-layer Hamiltonian and finding the zero of its energy at \(0.9k_0\) gives \(|k_x|=0.029191\), against \(0.029195\) for the half-space. The state has 99.8% of its weight in the half of the slab next to its own surface.

**Approach to the nodes.** Near \(\lambda=1\), \(p(1)=2t(1-\mu)\) and \(p'(1)\approx2A\), so \(\lambda_+\approx1-t(1-\mu)/A\). On the arc \(1-\mu\approx u\approx\sin k_0\,\Delta\), with \(\Delta=k_0-|k_z|\), and

\[
\ell\approx\frac{A}{t\sin k_0\,\Delta}.
\]

At \(\Delta=0.01\) this gives 84.1 layers; the root itself gives 83.7. The surface state becomes a bulk state at the node.

Once \(\ell\) is comparable with \(N\), the two arcs join into one closed contour. For \(k_x=0\) and slowly varying envelopes, \(Q\phi=\delta\chi\) and \(Q^T\chi=\delta\phi\) become

\[
-tu\phi-A\phi'=\delta\chi,\qquad -tu\chi+A\chi'=\delta\phi .
\]

At \(n=1\) the rapidly decaying root can restore \(\phi_0=0\), but the corresponding root for \(\chi\) grows inward and is unavailable, so the slow part obeys \(\chi(0)=0\). By reflection \(\phi(N)=0\), to leading order in \(1/N\). Eliminating \(\chi\) gives \(\phi=\sinh\kappa(N-y)\) with \(\delta^2=t^2u^2-A^2\kappa^2\). The condition \(\chi(0)=0\) means \(A\phi'(0)=-tu\phi(0)\), or

\[
\tanh\kappa N=\frac{A\kappa}{tu}.
\]

With \(x=\kappa N\), these relations read \(tu=Ax/(N\tanh x)\) and \(\delta=Ax/(N\sinh x)\), so \(\delta\) falls as \(tu\) rises. A nonzero \(k_x\) replaces \(u\) by the smaller \(1-\mu\) and raises \(\delta\); the tip of the contour is therefore at \(k_x=0\), where \(\delta=|\gamma|u\). Then \(A\kappa=u\sqrt{t^2-\gamma^2}\) and \(\tanh\kappa N=\sqrt{1-g^2}\), so \(\kappa N=\operatorname{arcosh}(1/g)\). The distance of the tip from the node is

\[
\Delta_{\rm tip}\approx\frac{A\,\operatorname{arcosh}(t/|\gamma|)}{N\sin k_0\sqrt{t^2-\gamma^2}} .
\]

For \(N=40\) this is \(0.8\times2.292/(40\times0.9511\times0.9798)=0.0492\); the singular values of \(Q\) give 0.0477. For 320 layers the two values are 0.00615 and 0.00613. The endpoints are thus reached as \(1/N\), although the hybridization at fixed \(k_z\) is exponentially small.

## Second derivation: counting charge on the surfaces

**Chern number of a plane.** Fix \(k_z\ne\pm k_0\). Let \(P=(1-\hat{\mathbf d}\cdot\boldsymbol\sigma)/2\) project on the lower band \(|u_-\rangle\). With Berry connection \(i\langle u_-|\nabla u_-\rangle\), the curvature is

\[
F=i\left(\langle\partial_xu_-|\partial_yu_-\rangle-\langle\partial_yu_-|\partial_xu_-\rangle\right)=i\,\mathrm{tr}\,P[\partial_xP,\partial_yP],
\]

where \(\partial_{x,y}\) are derivatives in \(k_{x,y}\). The second form follows from \(\partial P|u_-\rangle=(1-P)|\partial u_-\rangle\); the terms containing \(P\) cancel on antisymmetrization. The Pauli algebra gives \(F=\tfrac12\hat{\mathbf d}\cdot(\partial_x\hat{\mathbf d}\times\partial_y\hat{\mathbf d})\). Therefore

\[
C(k_z)=\frac1{2\pi}\int F\,dk_x\,dk_y
\]

is the signed number of times that \(\hat{\mathbf d}\) covers the sphere.

Count the points mapped to the south pole. They need \(\sin k_x=\sin k_y=0\) and \(w<u\). The four candidates have \(w=0,2,2,4\), and \(u\le1\), so only \((0,0)\) qualifies, and only for \(u>0\). There \((\hat d_x,\hat d_y)\) is a positive multiple of \((k_x,k_y)\), but the outward normal at the south pole is \(-\hat z\), which reverses the orientation. Hence \(C=-1\) for \(|k_z|<k_0\) and \(C=0\) outside. With increasing \(k_z\), \(C\) changes by \(-1\) at \(-k_0\) and by \(+1\) at \(+k_0\): by the chirality of the node crossed.

**From Chern number to surface crossings.** At fixed \(k_z\), let \(P(k_x)\) now project on all slab states with \(E<0\), and let \(Y\) be the layer number. Follow \(\mathrm{tr}\,PY\) as \(k_x\) runs once through the zone. It must return to its initial value.

Between level crossings \(P^2=P\) gives \(\dot P=\dot PP+P\dot P\) and \(P\dot PP=0\), so \(\dot P=[[\dot P,P],P]\). Cyclicity of the trace yields

\[
\frac{d}{dk_x}\mathrm{tr}\,PY=\mathrm{tr}\,[\dot P,P]\,[P,Y]. \tag{5}
\]

The right side can be evaluated layer by layer because \(P\) is short-ranged. It is a contour integral of the resolvent \((z-H)^{-1}\). At a finite distance from the spectrum the resolvent decays exponentially between layers: conjugating \(H\) by \(e^{\alpha Y}\) changes it by a term of order \(\alpha\), which leaves the inverse bounded for small \(\alpha\). If a surface level lies close to zero, draw the contour through another part of the bulk gap and add or remove that level's projector, which is itself localized at its surface. Cutting the crystal alters the resolvent through the removed bonds, so deep inside the slab \(P\) equals its bulk form up to exponentially small terms.

In the bulk, \([P,Y]_{nn'}=(n'-n)P_{nn'}\), and \(P_{nn'}\) is the Fourier integral of \(e^{ik_y(n-n')}P(k_y)\). Integration by parts turns \([P,Y]\) into \(-i\partial_yP\). The contribution of one layer to (5) is

\[
-i\int\frac{dk_y}{2\pi}\,\mathrm{tr}\,[\partial_xP,P]\,\partial_yP
=i\int\frac{dk_y}{2\pi}\,\mathrm{tr}\,P[\partial_xP,\partial_yP]
=\int\frac{dk_y}{2\pi}F .
\]

Integrated over \(k_x\), the smooth change of \(\mathrm{tr}\,PY\) is \(NC+O(1)\), the correction coming from layers near the surfaces.

The jumps must compensate it. Let \(\nu_N\) be the number of levels at surface \(N\) that rise through zero with increasing \(k_x\), minus the number that fall. A rising level leaves the occupied set and removes \(N+O(1)\) from the trace; a crossing at \(n=1\) contributes \(O(1)\). Thus \(NC-N\nu_N+O(1)=0\). For large \(N\), with integers on both sides, \(\nu_N=C\). The number of occupied states must also return to its initial value, so

\[
\nu_N=C(k_z),\qquad \nu_1=-C(k_z). \tag{6}
\]

Here the two surfaces must cross zero at different \(k_x\), as (2) ensures for \(\gamma\ne0\). In the present model \(\nu_1=+1\) and \(\nu_N=-1\), the signs of the velocities \(\pm A\cos k_x\) found by direct solution.

**Why the arc ends at the nodes.** For each \(|k_z|<k_0\), (6) demands an odd number of crossings on each surface, hence at least one. For \(|k_z|>k_0\) the net number is zero. As \(k_z\) varies, crossings move continuously and can appear or vanish in pairs of opposite velocity, which leaves \(\nu\) unchanged. A single crossing can disappear only by merging with bulk states at \(E=0\), and these exist solely at the two nodes. Since \(\nu\) changes by one at \(k_z=\pm k_0\), an odd number of lines of crossings ends at each node projection, and lines end nowhere else. At least one line therefore joins the projection of the node with \(\chi=-1\) to that of the node with \(\chi=+1\). For the ideal surface it is the curve (2). The counting does not fix its route. If the surface carries an additional band with open Fermi lines along \(k_z\), the arc can reconnect with one of them and join the nodes across the zone boundary. The lone crossing at \(k_z=0\) then lies on a closed line that winds around the zone.

## What each derivation assumes

The direct solution uses the particular hopping, ideal surfaces, and the fact that the \(y\)-dependent part anticommutes with \(\sigma_x\). In return it gives the shape of the arcs, their depth, the absence of additional zero-energy states, and the behaviour at finite thickness. Condition (1) is sufficient for its bulk estimate; it has not been shown to be necessary.

The counting argument needs conserved \(k_x\) and \(k_z\), short-ranged hopping, a bulk gap at the Fermi energy for each fixed \(k_z\) away from the nodes, and a slab thick enough to separate its surfaces. It does not need the form of the surface: a potential confined to the outer layers may bend the arc or add pairs of crossings, but (6) remains. It fixes a net number, and says nothing about the arc's shape.

Both derivations need the nodes to project to different points. On a surface normal to \(z\), the two nodes considered here project onto the same point, their chiralities add to zero, and the counting no longer requires an arc. At \(\gamma=0\) the arcs on the two \(y\)-surfaces are straight and coincide in the surface zone. Equation (3) then gives \(E=\pm\delta_{\min}\) at \(k_x=0\), so a finite slab is gapped there wherever \(\delta_{\min}\ne0\), while each half-space keeps its arc. The protected object is the arc of a single surface; a finite slab shows it to the extent that its two surfaces are decoupled.

Numbers in the example were calculated in double precision.
